# Joint concavity, Lieb duality and the Grayce-Harris functional in magnetic fields

## 1. One electron in a plane

Atomic units are used throughout. The electron has charge $-1$, so its kinetic energy in a vector potential $\mathbf A$ is $\tfrac12(\mathbf p+\mathbf A)^2$. The spin Zeeman term is left out until Section 7.

Take $v=\tfrac12\omega_0^2r^2$ and a uniform perpendicular field, $\mathbf A=\tfrac B2(-y,x)$. Then $\mathbf A\cdot\mathbf p=\tfrac B2L_z$, $\nabla\cdot\mathbf A=0$ and $\tfrac12A^2=\tfrac18B^2r^2$, so

$$H=\tfrac12p^2+\tfrac12\kappa r^2+\tfrac B2L_z,\qquad \kappa=\omega_0^2+\tfrac14B^2 .$$

The first two terms are an oscillator of frequency $\sqrt\kappa$ with levels $\sqrt\kappa(2n+|l|+1)$. The last adds $Bl/2$. For $n=0$ and $l$ of sign opposite to $B$, the energy is $\sqrt\kappa+|l|(\sqrt\kappa-|B|/2)$. Hence

$$\tilde E(\kappa,B)=\sqrt\kappa\quad\text{if } |B|\le2\sqrt\kappa,\qquad \tilde E=-\infty\quad\text{otherwise}.$$

The region $\kappa\ge B^2/4$ is convex and $\sqrt\kappa$ is concave, so $\tilde E$ is jointly concave. At fixed $v$ the same energy reads $\sqrt{\omega_0^2+B^2/4}$, which is convex in $B$. For $\omega_0=1$ it is 1.000 hartree at $B=0$ and 1.414 hartree (38.48 eV) at $B=\pm2$ ($4.70\times10^5$ T). The midpoint lies below the chord, so concavity in $(v,\mathbf A)$ fails. The variable $u=v+A^2/2$ absorbs the diamagnetic term responsible.

For $\kappa=2$ the energy is the same at $B=0,1,2$. For $|B|<2\sqrt\kappa$ the ground state is the same Gaussian, although $v$ and $B$ both change. Density and current therefore need not determine the potentials. The duality below does not require that they do.

## 2. General setting

Let $N$ electrons occupy a bounded domain $\Omega\subset\mathbb R^3$ with wave functions vanishing on its boundary. Let

$$H(v,\mathbf A)=\sum_i\left[\tfrac12(\mathbf p_i+\mathbf A(\mathbf r_i))^2+v(\mathbf r_i)\right]+W,\qquad W=\sum_{i<k}\frac1{r_{ik}}\ge0,$$

with $v\in L^{3/2}(\Omega)$ and $\mathbf A\in L^3(\Omega)^3$. Nuclear Coulomb potentials and uniform fields are included. Since $A^2\in L^{3/2}$, the map $(v,\mathbf A)\mapsto(u,\mathbf A)$ with $u=v+A^2/2$ is a bijection of this space, with inverse $v=u-A^2/2$. Put $\tilde E(u,\mathbf A)=E(u-A^2/2,\mathbf A)$.

Write $T=\sum_i p_i^2/2$. A density matrix $\Gamma$ of finite kinetic energy has natural orbitals $\varphi_k$ with occupations $n_k$, and

$$\rho=\sum_kn_k|\varphi_k|^2,\qquad \mathbf j=\sum_kn_k\,\mathrm{Im}(\varphi_k^*\nabla\varphi_k).$$

Spin sums are implied. The Sobolev inequality $\|\varphi\|_6\le S\|\nabla\varphi\|_2$ gives $\rho\in L^3$ and $\mathbf j\in L^{3/2}$. These spaces pair with those of $u$ and $\mathbf A$; the integral pairing is written $(\cdot|\cdot)$.

Expanding the square as a quadratic form gives

$$\tfrac12\|(\mathbf p+\mathbf A)\varphi\|^2=\tfrac12\|\mathbf p\varphi\|^2+\mathrm{Re}\langle\mathbf A\varphi,\mathbf p\varphi\rangle+\tfrac12\|\mathbf A\varphi\|^2 .$$

Because $\mathbf p=-i\nabla$ and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, the middle term is $\int\mathbf A\cdot\mathrm{Im}(\varphi^*\nabla\varphi)$. Summing over orbitals,

$$\mathrm{Tr}\,\Gamma H=\mathrm{Tr}\,\Gamma(T+W)+(\rho|u)+(\mathbf j|\mathbf A). \tag{1}$$

The energy is finite. Split $u=u_s+u_b$ and $\mathbf A=\mathbf A_s+\mathbf A_b$ into parts small in norm and bounded parts. Then

$$\int|u||\varphi|^2\le S^2\|u_s\|_{3/2}\|\nabla\varphi\|^2+\|u_b\|_\infty\|\varphi\|^2,$$

$$|\langle\mathbf A\varphi,\mathbf p\varphi\rangle|\le\left(S\|\mathbf A_s\|_3\|\nabla\varphi\|+\|\mathbf A_b\|_\infty\|\varphi\|\right)\|\nabla\varphi\|.$$

The coefficients of $\|\nabla\varphi\|^2$ can be made as small as desired; the remaining cross term is split by $ab\le\epsilon a^2+b^2/(4\epsilon)$. Both potential terms are thus bounded by a small fraction of $T$ plus a constant.

## 3. Concavity and its consequences

By (1),

$$\tilde E(u,\mathbf A)=\inf_\Gamma\left[\mathrm{Tr}\,\Gamma(T+W)+(\rho_\Gamma|u)+(\mathbf j_\Gamma|\mathbf A)\right]. \tag{2}$$

For each $\Gamma$ the bracket is affine in $(u,\mathbf A)$. At a convex combination with weights $\lambda$ and $1-\lambda$, it equals the same combination of its two end values, which is at least $\lambda\tilde E_1+(1-\lambda)\tilde E_2$. Taking the infimum over $\Gamma$ proves joint concavity.

Complex conjugation of all states leaves $T+W$ and $\rho$ unchanged and reverses $\mathbf j$, so $\tilde E(u,-\mathbf A)=\tilde E(u,\mathbf A)$. Concavity between $\mathbf A$ and $-\mathbf A$ then gives

$$\tilde E(u,\mathbf A)\le\tilde E(u,0),\qquad\text{that is}\qquad E(v,\mathbf A)\le E(v+A^2/2,0).$$

A ground state with densities $(\rho,\mathbf j)$, used as a trial state at other potentials, gives

$$\tilde E(u',\mathbf A')\le\tilde E(u,\mathbf A)+(\rho|u'-u)+(\mathbf j|\mathbf A'-\mathbf A).$$

So $(\rho,\mathbf j)$ is a supergradient. For a nondegenerate ground state, first-order perturbation theory makes it the derivative: $\delta\tilde E/\delta u=\rho$ and $\delta\tilde E/\delta\mathbf A=\mathbf j$. At fixed $v$ the chain rule adds $\rho\mathbf A$, so $\delta E/\delta\mathbf A=\mathbf j+\rho\mathbf A$. This is the physical particle current; the charge current has the opposite sign.

## 4. The Lieb conjugate pair

Define the constrained-search functional

$$F(\rho,\mathbf j)=\inf_{\Gamma\to(\rho,\mathbf j)}\mathrm{Tr}\,\Gamma(T+W),$$

with $F=+\infty$ if no $\Gamma$ gives the pair. Grouping (2) by densities yields

$$\tilde E(u,\mathbf A)=\inf_{\rho,\mathbf j}\left[F(\rho,\mathbf j)+(\rho|u)+(\mathbf j|\mathbf A)\right]. \tag{3}$$

The converse formula is

$$F(\rho,\mathbf j)=\sup_{u,\mathbf A}\left[\tilde E(u,\mathbf A)-(\rho|u)-(\mathbf j|\mathbf A)\right]. \tag{4}$$

Call its right side $F_L$. Equation (3) gives $F_L\le F$. Replacing $F$ by $F_L$ in (3) also returns $\tilde E$: the result is at most $\tilde E$ because $F_L\le F$, and at least $\tilde E$ because $F_L+(\rho|u)+(\mathbf j|\mathbf A)\ge\tilde E(u,\mathbf A)$ by definition. Equality $F_L=F$ needs convexity and lower semicontinuity of $F$.

**Convexity.** Mixing near-minimizers for two density pairs produces the mixed pair and the mixed internal energy. This is why $\Gamma$ must range over density matrices, not just pure states.

**Lower semicontinuity.** Let $(\rho_n,\mathbf j_n)\to(\rho,\mathbf j)$ in $L^3\times L^{3/2}$, with $F(\rho_n,\mathbf j_n)$ tending to a finite lower limit along a subsequence. Choose $\Gamma_n$ within $1/n$ of the infimum. Since $W\ge0$, $\mathrm{Tr}\,\Gamma_nT\le C$.

1. In a bounded domain, the projector $P$ onto $T\le R$ has finite rank, and $\mathrm{Tr}(1-P)\Gamma_n\le C/R$. This implies $\|\Gamma_n-P\Gamma_nP\|_1\le2\sqrt{C/R}$. The finite matrices $P\Gamma_nP$ have convergent subsequences. A diagonal choice over integer $R$ gives $\Gamma_n\to\Gamma$ in trace norm, with $\mathrm{Tr}\,\Gamma=1$.
2. Multiplication by a bounded function is a bounded operator, so $\rho_{\Gamma_n}\to\rho_\Gamma$ in $L^1$. Therefore $\rho_\Gamma=\rho$.
3. Let $H_0=T+W$. Each truncation $\min(H_0,M)$ is bounded, so $\mathrm{Tr}\,\Gamma\min(H_0,M)=\lim_n\mathrm{Tr}\,\Gamma_n\min(H_0,M)\le\liminf_n\mathrm{Tr}\,\Gamma_nH_0$. Letting $M\to\infty$ gives $\mathrm{Tr}\,\Gamma H_0\le\liminf_nF(\rho_n,\mathbf j_n)$.
4. For a smooth, compactly supported $\mathbf a$, let $K=\tfrac12\sum_i(\mathbf p_i\cdot\mathbf a+\mathbf a\cdot\mathbf p_i)$. It obeys $\|K\psi\|\le c\|(1+T)^{1/2}\psi\|$. Writing $\psi=P\psi+(1-P)\psi$ gives
$$|\langle\psi,K\psi\rangle-\langle P\psi,KP\psi\rangle|\le2c\|(1-P)\psi\|\,\|(1+T)^{1/2}\psi\|.$$
Averaging over the eigenvectors of $\Gamma_n$ and using the Cauchy-Schwarz inequality bounds the cutoff error by $2c\sqrt{C(1+C)/R}$, uniformly in $n$. By step 3 the same kind of bound holds for $\Gamma$. The finite-rank part converges, hence $\mathbf j_\Gamma=\mathbf j$.

Thus $\Gamma$ is admissible for $(\rho,\mathbf j)$, and $F(\rho,\mathbf j)\le\liminf_nF(\rho_n,\mathbf j_n)$. A constant sequence shows that a finite infimum is attained.

**Separation.** Write $x=(\rho,\mathbf j)$ and let $c<F(x_0)$. The point $(x_0,c)$ lies outside the closed convex set $\{(x,t):t\ge F(x)\}$. Hence there are a continuous linear $\ell$ and numbers $s,\alpha$ with

$$st+\ell(x)\ge\alpha>sc+\ell(x_0)$$

for every point of the set. Letting $t\to\infty$ shows $s\ge0$. If $s>0$, division by $s$ and (3) give $\tilde E(\ell/s)-\ell(x_0)/s>c$, so $F_L(x_0)>c$. If $s=0$, then $F\ge0$ gives $\tilde E(m\ell)-m\ell(x_0)\ge m[\alpha-\ell(x_0)]$ for every $m>0$, so $F_L(x_0)=\infty$. Since $c$ was arbitrary, (4) follows. Here $\ell$ is a pair $(u,\mathbf A)$ by the duality of the spaces.

## 5. Relation to Grayce-Harris theory

Magnetic-field density functional theory keeps the density as the variable and the field as a parameter:

$$G(\rho,\mathbf A)=\inf_{\Gamma\to\rho}\mathrm{Tr}\,\Gamma\left[\tfrac12\sum_i(\mathbf p_i+\mathbf A)^2+W\right],\qquad E(v,\mathbf A)=\inf_\rho[G(\rho,\mathbf A)+(\rho|v)].$$

Equation (1) with $v=0$, and grouping by current, give

$$G(\rho,\mathbf A)=(\rho|A^2/2)+\inf_{\mathbf j}\left[F(\rho,\mathbf j)+(\mathbf j|\mathbf A)\right]. \tag{5}$$

$G$ is convex in $\rho$ and nonnegative. Its defining operator is at least $\tfrac12T$ minus a constant, by the bounds of Section 2, so bounded energies again imply bounded $T$. The compactness and separation arguments, applied to $\rho$ alone, yield

$$G(\rho,\mathbf A)=\sup_v[E(v,\mathbf A)-(\rho|v)]. \tag{6}$$

At fixed $\rho$, $F$ is convex, lower semicontinuous and nonnegative in $\mathbf j$. Separation in $\mathbf j$ alone inverts (5):

$$F(\rho,\mathbf j)=\sup_{\mathbf A}\left[G(\rho,\mathbf A)-(\rho|A^2/2)-(\mathbf j|\mathbf A)\right]. \tag{7}$$

If no state has density $\rho$, both sides are $+\infty$. Grayce-Harris theory is thus the half-way transform: $v$ has been exchanged for $\rho$, while $\mathbf A$ has not yet been exchanged for $\mathbf j$. The difference $G-(\rho|A^2/2)$ is convex in $\rho$ and concave in $\mathbf A$; $G$ alone need not be concave in $\mathbf A$. Where the derivative exists, the optimal current in (5) gives $\delta G/\delta\mathbf A=\mathbf j+\rho\mathbf A$.

For Lipschitz $\chi$, $(\mathbf p+\mathbf A+\nabla\chi)e^{-i\chi}\psi=e^{-i\chi}(\mathbf p+\mathbf A)\psi$. In the many-electron state this phase is applied to every coordinate; it preserves $\rho$, so $G(\rho,\mathbf A+\nabla\chi)=G(\rho,\mathbf A)$. For regular potentials on a simply connected domain, $G$ therefore depends on $\mathbf A$ through $\mathbf B=\nabla\times\mathbf A$. Applying $e^{i\chi}$ to the states in $F$ replaces $\mathbf p$ by $\mathbf p+\nabla\chi$, and so

$$F(\rho,\mathbf j+\rho\nabla\chi)=F(\rho,\mathbf j)+(\mathbf j|\nabla\chi)+\tfrac12(\rho\,|\,|\nabla\chi|^2).$$

## 6. The functionals evaluated

### Plane: the Landau floor

Return to Section 1 and constrain just $q=\langle r^2/2\rangle$ and $L=\langle L_z\rangle$. This is a reduced duality on the unbounded plane, so it is proved directly. For $|B|=2\sqrt\kappa$, with the sign of $B$ opposite to that of $L$, the bound $\langle T\rangle+\kappa q+BL/2\ge\sqrt\kappa$ becomes

$$\langle T\rangle\ge\sqrt\kappa(1+|L|)-\kappa q .$$

The right side is largest at $\sqrt\kappa=(1+|L|)/(2q)$, giving

$$F(q,L)=\frac{(1+|L|)^2}{4q}.$$

The bound is attained. An oscillator state with $n=0$ and frequency $\Omega$ has equal kinetic and potential energies $\Omega(1+|l|)/2$, hence $q=(1+|l|)/(2\Omega)$. Mixing neighbouring $l$ of one sign covers noninteger $L$. With $\Omega=1$ and weights 0.6 and 0.4 on $l=1,2$, one has $L=1.4$ and $q=1.2$ bohr², so $F=2.4^2/4.8=1.2$ hartree, equal to the computed $\langle T\rangle$.

Since $\langle A^2/2\rangle=B^2q/4$, the reduced form of (5) is

$$G(q,B)=\frac{B^2q}{4}+\min_{|L|\ge0}\left[\frac{(1+|L|)^2}{4q}-\frac{|B||L|}{2}\right].$$

The stationary point is $|L|=|B|q-1$. If this is negative, the minimum is at $L=0$; otherwise substitution gives $B^2q/4+B^2q/4-|B|(|B|q-1)/2$. Thus

$$G=\frac1{4q}+\frac{B^2q}4\quad(|B|q\le1),\qquad G=\frac{|B|}2\quad(|B|q\ge1).$$

No state has kinetic energy below the lowest Landau level, $|B|/2$; an electron with $q\ge1/|B|$ can reach it. At $B=2$ and $q=0.3$, $G=0.8333+0.3000=1.1333$ hartree. At $q=0.8$, $G=1$ hartree with $L=-0.6$. Direct maximization over $\omega_0^2$ gives the same values, at $\omega_0^2=1.778$ and $0$ respectively: on the floor, no confinement is left.

Minimizing $G+\omega_0^2q$ on the first branch gives $q=1/(2\sqrt\kappa)$, which satisfies $|B|q\le1$, and energy $\sqrt\kappa/2+\sqrt\kappa/2=\sqrt\kappa$. On the floor the slope is $\omega_0^2\ge0$, so nothing lower occurs there. For $\omega_0=1$ and $B=2$ this is 1.414 hartree at $q=0.354$ bohr².

### Ring: two interacting electrons

On a ring of radius 1 bohr let $p=-i\,d/d\theta$, $W=[1+4\sin^2(\Delta\theta/2)]^{-1/2}$, $u_0=0.6\cos\theta+0.3\sin2\theta$ and $A_0=0.2+0.2\cos\theta$. Both spatial exchange symmetries are allowed. On an 11-point Fourier grid, pairings become sums and the matrix $(P+A)^2$ expands as before. Set $v_0=u_0-A_0^2/2$.

The energy at $\pm A_0$ is 0.17171 hartree. Setting $A=0$ at fixed $v_0$ lowers it to 0.15831, which violates concavity; doing so at fixed $u_0$ raises it to 0.17545, as Section 3 requires. The pieces of (1) add up:

$$0.97466-0.79494-0.00801=0.17171\ \text{hartree}.$$

All ring values belong to the 11-point grid; refining it shifts them by up to about $10^{-5}$ hartree (the converged ground energy is 0.17170), so the last digit shown is not converged. Maximizing (4) from zero potentials recovers the first piece, $F=0.97466$ hartree. For 100 random pairs of potentials, the energy at the mixed potentials exceeded the chord by at least 0.088 hartree.

Let $\rho_0$ and $j_0$ be the density and paramagnetic current of the ground state at $(v_0,A_0)$. Now hold $\rho_0$ fixed and use $A=tA_0$. Let $D=G-(\rho_0|A^2/2)$. In hartree:

| $t$ | $G$ | $D$ | $D-(j_0\vert A)$ |
|---|---|---|---|
| 0 | 0.97064 | 0.97064 | 0.97064 |
| 0.5 | 0.97368 | 0.96965 | 0.97365 |
| 1 | 0.98279 | 0.96665 | 0.97466 |
| 1.5 | 0.99794 | 0.96162 | 0.97364 |

Over this range of $t$, $G$ curves upward and $D$ downward. The concavity of $D$ is general, but the upward curvature of $G$ is only local: on the continuous ring $e^{-i\theta}$ is a single-valued gauge factor, so $G$ is periodic in the flux and returns to its $t=0$ value at $t=5$. The last column peaks at $t=1$ with the value $F$, as (7) demands. At $t=0.5$, inserting $j_0$ in (5) gives

$$0.97466-0.00401+0.00403\approx0.9747\ \text{hartree},$$

an upper bound above $G$; the optimal current gives $G=0.97368$. The slope $dG/dt$ there is 0.01215 hartree, matching $(j+\rho A|A_0)$.

The part $0.2\cos\theta$ is the derivative of the single-valued function $0.2\sin\theta$. Replacing $A_0$ by the constant 0.2 leaves $G=0.98279$ unchanged at this precision. The discretized gauge invariance is approximate.

## 7. Conditions for an implementation

For the maximization in (4), the gradient is $(\rho_{\rm gs}-\rho,\ \mathbf j_{\rm gs}-\mathbf j)$, where the subscript denotes the ground state at the current $(u,\mathbf A)$. Convert to $v=u-A^2/2$ when building $H$. If degenerate ground states differ in $\rho$ or $\mathbf j$, this gradient is one of several supergradients, and matching the target may require a mixture of ground states. A pure spin degeneracy, whose states share $\rho$ and $\mathbf j$, causes no such ambiguity.

Concavity follows from an infimum of affine functions over a fixed set of trial states. It therefore survives in a fixed finite basis if the matrices of $u$ and $\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A$ are linear in the potentials, and also for globally minimized Hartree-Fock energies. In the latter case the conjugate is the closed convex hull of the determinant-constrained functional, which need not equal that functional. With field-dependent orbitals, such as London orbitals, the trial set changes with $\mathbf A$ and this proof no longer applies. Nor does it cover methods that are not variational.

For sufficiently regular $\mathbf A$, a spin Zeeman term is linear in $\nabla\times\mathbf A$ and preserves concavity, but the variable conjugate to $\mathbf A$ then includes the spin-magnetization current. On all of $\mathbb R^3$ a uniform field has unbounded $\mathbf A$, outside the spaces used here. Section 1 shows what can then happen: $\tilde E$ may equal $-\infty$ when $u$ does not grow fast enough to balance the paramagnetic term.

Apart from the grid-refinement figures, the numerical values quoted above are listed in the numerical output or follow by simple arithmetic from it and the formulas.

## Computed values

```
RING: two electrons, radius 1 bohr, grid points: 11
random pairs tested for joint concavity: 100
smallest concavity margin (hartree): 0.088791
E(v0,A0) = E(v0,-A0) (hartree): 0.171711
E(v0,0), same v (hartree): 0.158312
Et(u0,0), same u (hartree): 0.175450
slope along du, difference | rho.du: -0.250892 -0.250892
slope along dA, difference | j.dA: -0.003359 -0.003359
(rho0|u0) (hartree): -0.794936
(j0|A0) (hartree): -0.008012
(rho0|A0^2/2) (hartree): 0.016139
<T+W> in the ground state (hartree): 0.974660
F from Lieb maximization (hartree): 0.974660
t, G(rho0,tA0), G-(rho0|A^2/2), G-(rho0|A^2/2)-(j0|A) (hartree):
  0.0 0.970644 0.970644 0.970644
  0.5 0.973682 0.969647 0.973653
  1.0 0.982787 0.966648 0.974660
  1.5 0.997935 0.961622 0.973640
t=0.5: G rebuilt from its optimal current (hartree): 0.973682
t=0.5: bound from the current j0 (hartree): 0.974688
t=0.5: dG/dt, difference (hartree): 0.012146
t=0.5: (j+rho A|A0) (hartree): 0.012147
G for uniform A of equal flux (hartree): 0.982787
PLANE: one electron
B (atomic units): 2.0   B (tesla): 4.7010e+05
mixture: q (bohr^2) 1.2000, L (hbar) 1.4000
mixture: <T> (hartree) 1.200000, F 1.200000
lowest <T>/F over 400 trial states: 1.00000896
q = 0.3 bohr^2: G sup over v 1.13333, inf over L 1.13333, closed 1.13333 hartree
   optimal L (hbar) -0.0000, optimal w0^2 (a.u.) 1.7778
q = 0.8 bohr^2: G sup over v 1.00000, inf over L 1.00000, closed 1.00000 hartree
   optimal L (hbar) -0.6000, optimal w0^2 (a.u.) 0.0000
w0^2 (a.u.): 1.0   kappa (a.u.): 2.0
E at B=0 (hartree): 1.000000
E at B=2 (hartree): 1.414214   (eV): 38.4827
min over q of G + w0^2 q (hartree): 1.414214 at q 0.353553
Et at fixed kappa, B=0,1,2 (hartree): 1.414214 1.414214 1.414214
```
